# Thomas-Fermi charge mixing: derivation, Kerker limit, and convergence on jellium, part 1

(Sections cited here and not found follow in the second part.)

## Setting

A Kohn-Sham self-consistency loop starts from a density $\rho_{\rm in}$, builds the potential

$$V_{\rm in}=V_{\rm ext}+V_{\rm Hxc}[\rho_{\rm in}],$$

solves the one-electron equations in it, and fills the lowest states to obtain $\rho_{\rm out}$. The residual is $R=\rho_{\rm out}-\rho_{\rm in}$, and the self-consistent density $\rho^*$ is the input for which $R=0$. A mixing rule produces the next input $\rho_{\rm next}$ from $\rho_{\rm in}$ and $\rho_{\rm out}$. Thomas-Fermi charge mixing obtains it from an orbital-free model problem.

Rydberg atomic units are used: $\hbar^2/2m=1$ and $e^2=2$, so a plane wave has energy $k^2$ and two electrons repel with $2/|\mathbf r-\mathbf r'|$. The system is spin-unpolarized, at zero temperature, periodic and neutral, with a fixed electron number $N$. All densities are smooth and strictly positive, and integrals run over one cell, so that surface terms of partial integrations cancel. A prime on a functional denotes its functional derivative, $A'[\rho](\mathbf r)=\delta A/\delta\rho(\mathbf r)$. Exchange and correlation are treated in the local density approximation (LDA), with Slater exchange and the Perdew-Wang parametrization of correlation, and $V_{\rm Hxc}=E_{\rm Hxc}'$. The model kinetic energy is the Thomas-Fermi-von Weizsäcker (TFW) functional

$$T[\rho]=C_F\int\rho^{5/3}\,d^3r+\lambda\int|\nabla\sqrt\rho|^2\,d^3r,\qquad\lambda\ge0 .$$

## (a) The model kinetic potential

Fix $C_F$ from the uniform free-electron gas and find $T'[\rho]$.

**Solution.** With two spin states filled up to $k_F$, the density and the kinetic energy per volume are

$$n=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad 2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}k^2=\frac{k_F^5}{5\pi^2}=\frac35\,n\,k_F^2 .$$

Inserting $k_F=(3\pi^2n)^{1/3}$ gives $C_F\,n^{5/3}$ with $C_F=\tfrac35(3\pi^2)^{2/3}$.

The first term of $T$ is local and varies as $\tfrac53C_F\int\rho^{2/3}\delta\rho$. For the second, put $\varphi=\sqrt\rho$, so that $\delta\varphi=\delta\rho/(2\varphi)$. One partial integration gives

$$\delta\int|\nabla\varphi|^2=2\int\nabla\varphi\cdot\nabla\delta\varphi=-2\int(\nabla^2\varphi)\,\delta\varphi=-\int\frac{\nabla^2\varphi}{\varphi}\,\delta\rho .$$

Therefore

$$T'[\rho]=\frac53C_F\,\rho^{2/3}-\lambda\,\frac{\nabla^2\sqrt\rho}{\sqrt\rho}.$$

The division by $\sqrt\rho$ is the reason for requiring positive densities.

## (b) The equation for the next density

Let $T_s$ be the exact noninteracting kinetic energy functional. Write the stationarity conditions obeyed by $\rho_{\rm out}$ and by $\rho^*$, and eliminate $V_{\rm ext}$. Replace $T_s$ by $T$ in the result to define $\rho_{\rm next}$. Find the functional of which this equation is the Euler equation, and say what quantity corrects the TFW model.

**Solution.** The density $\rho_{\rm out}$ is the ground-state density of noninteracting electrons in $V_{\rm in}$, so it minimizes $T_s[\rho]+\int V_{\rm in}\rho$ at fixed $N$. It is assumed that $T_s$ is differentiable at such densities. The same holds for $\rho^*$ in its own potential, so

$$T_s'[\rho_{\rm out}]+V_{\rm ext}+V_{\rm Hxc}[\rho_{\rm in}]=\mu,\qquad T_s'[\rho^*]+V_{\rm ext}+V_{\rm Hxc}[\rho^*]=\mu^*,$$

with Lagrange multipliers $\mu$ and $\mu^*$ for the electron number. Subtracting the first from the second removes $V_{\rm ext}$:

$$T_s'[\rho^*]-T_s'[\rho_{\rm out}]+V_{\rm Hxc}[\rho^*]-V_{\rm Hxc}[\rho_{\rm in}]=\mu^*-\mu .$$

This relation is exact, and $T_s$ enters only through a difference between two densities. A model that is poor for $T_s'$ itself can be fair for this difference, because an error in $T'$ that is nearly the same at both densities cancels. The mixing rule is

$$T'[\rho_{\rm next}]-T'[\rho_{\rm out}]+V_{\rm Hxc}[\rho_{\rm next}]-V_{\rm Hxc}[\rho_{\rm in}]=\text{const},\qquad\int\rho_{\rm next}=N,\tag{1}$$

where the constant is fixed by the normalization.

Define the potential

$$\Delta W=c-T'[\rho_{\rm out}]-V_{\rm in}$$

with an arbitrary constant $c$, and the functional

$$E[\rho]=T[\rho]+E_{\rm Hxc}[\rho]+\int(V_{\rm ext}+\Delta W)\,\rho .$$

Since $V_{\rm ext}+\Delta W=c-T'[\rho_{\rm out}]-V_{\rm Hxc}[\rho_{\rm in}]$, the condition $E'[\rho]=\text{const}$ is Eq. (1). The correction is thus not the residual $R$. It is the potential that must be added to $V_{\rm in}$ for the TFW model to have the Kohn-Sham output as its solution, because by definition $T'[\rho_{\rm out}]+V_{\rm in}+\Delta W=c$. Comparison with the first exact condition shows that $\Delta W=T_s'[\rho_{\rm out}]-T'[\rho_{\rm out}]$ up to a constant: it is the error of the model kinetic potential at $\rho_{\rm out}$, held fixed during the step.

Multiplying the Euler equation by $\varphi=\sqrt{\rho_{\rm next}}$ and using (a) gives a nonlinear one-orbital equation,

$$\Big[-\lambda\nabla^2+\tfrac53C_F\,\varphi^{4/3}+V_{\rm ext}+V_{\rm Hxc}[\varphi^2]+\Delta W\Big]\varphi=\mu_{\rm m}\,\varphi ,$$

in which $\mu_{\rm m}$ is the multiplier of the model problem.

The structure of $E$ is clearer in terms of the Bregman divergence $D_A(\rho,\sigma)=A[\rho]-A[\sigma]-\int A'[\sigma](\rho-\sigma)$, which measures how far $A[\rho]$ lies above the tangent of $A$ at $\sigma$. The $\rho$-dependent terms of $D_T(\rho,\rho_{\rm out})$ are $T[\rho]-\int T'[\rho_{\rm out}]\rho$, and those of $D_{\rm Hxc}(\rho,\rho_{\rm in})$ are $E_{\rm Hxc}[\rho]-\int V_{\rm Hxc}[\rho_{\rm in}]\rho$. Together they are the $\rho$-dependent terms of $E$, so at fixed $N$

$$E[\rho]=D_T(\rho,\rho_{\rm out})+D_{\rm Hxc}(\rho,\rho_{\rm in})+\text{const}.$$

The Hartree energy is quadratic, so its divergence is the electrostatic energy of $\rho-\rho_{\rm in}$. The kinetic term pulls $\rho_{\rm next}$ towards $\rho_{\rm out}$, and the Hartree term penalizes departures from $\rho_{\rm in}$, most heavily at long wavelength.

## (c) Fixed points

Show that the iteration stands still exactly at self-consistency. What happens when $T$ is exact?

**Solution.** If $R=0$, then $\rho_{\rm next}=\rho_{\rm in}=\rho_{\rm out}$ makes both differences in Eq. (1) vanish, so $\rho^*$ is a stationary point of $E$.

Conversely, let $\rho_{\rm next}=\rho_{\rm in}$. Write $a=\rho_{\rm in}$, $b=\rho_{\rm out}$. Equation (1) becomes $T'[a]-T'[b]=\text{const}$. Multiplying by $a-b$ and integrating removes the constant, because $\int(a-b)=0$:

$$I=\int\big(T'[a]-T'[b]\big)(a-b)=0 .$$

The Thomas-Fermi part of $I$ is $\tfrac53C_F\int(a^{2/3}-b^{2/3})(a-b)$, whose integrand is positive wherever $a\ne b$, since $x^{2/3}$ increases with $x$. For the gradient part put $a=\varphi^2$, $b=\psi^2$ and multiply out:

$$I_W=\int\Big(-\frac{\nabla^2\varphi}{\varphi}+\frac{\nabla^2\psi}{\psi}\Big)(\varphi^2-\psi^2)=\int\Big[-\varphi\nabla^2\varphi-\psi\nabla^2\psi+\frac{\psi^2}{\varphi}\nabla^2\varphi+\frac{\varphi^2}{\psi}\nabla^2\psi\Big].$$

Partial integration turns the first two terms into $|\nabla\varphi|^2+|\nabla\psi|^2$. The third becomes

$$-\nabla\varphi\cdot\nabla\frac{\psi^2}{\varphi}=-2\frac{\psi}{\varphi}\nabla\varphi\cdot\nabla\psi+\frac{\psi^2}{\varphi^2}|\nabla\varphi|^2,$$

and the fourth is the same with $\varphi$ and $\psi$ exchanged. Each of these combines with one of the first two terms into a square:

$$I_W=\int\Big|\nabla\psi-\frac\psi\varphi\nabla\varphi\Big|^2+\int\Big|\nabla\varphi-\frac\varphi\psi\nabla\psi\Big|^2\ge0 .$$

Both parts of $I$ are non-negative, so $I=0$ forces the Thomas-Fermi part to vanish and $a=b$. The model has no spurious fixed point, for any $\lambda\ge0$. The quality of $T$ decides whether and how fast the iteration converges, but a density at which it stands still is self-consistent for any $T$ of this form.

If $T=T_s$, Eq. (1) is the exact relation of (b), which is the self-consistency condition itself, and one step reaches $\rho^*$ however large $R$ is (when that solution is unique). This case exists. If all electrons occupy one nodeless orbital (for real electrons, at most two of opposite spin), $\sqrt{\rho_{\rm out}}$ obeys $-\nabla^2\sqrt{\rho_{\rm out}}+V_{\rm in}\sqrt{\rho_{\rm out}}=\epsilon\sqrt{\rho_{\rm out}}$. With $C_F$ set to zero and $\lambda=1$ this reads $T'[\rho_{\rm out}]+V_{\rm in}=\epsilon$, so $\Delta W$ is a constant and the $\varphi$-equation of (b) is the self-consistent equation for the orbital.

## (d) Linearization about any self-consistent density

Let all three densities lie close to $\rho^*$. Find the linear operator $P$ in $\rho_{\rm next}=\rho_{\rm in}+PR$, and compare it with the operator that would reach $\rho^*$ in one step.

**Solution.** Write $\rho_x=\rho^*+\delta\rho_x$ for $x=$ in, out, next, each $\delta\rho_x$ having zero mean. Let $K=\delta^2T/\delta\rho\,\delta\rho$ and $f=\delta^2E_{\rm Hxc}/\delta\rho\,\delta\rho$ at $\rho^*$. Both are taken as operators on zero-mean functions, with the constant part of their output discarded, which absorbs the constant in Eq. (1). To first order $T'[\rho_x]=T'[\rho^*]+K\,\delta\rho_x$ and $V_{\rm Hxc}[\rho_x]=V_{\rm Hxc}[\rho^*]+f\,\delta\rho_x$. The zeroth-order terms cancel in the differences, leaving

$$K(\delta\rho_{\rm next}-\delta\rho_{\rm out})+f(\delta\rho_{\rm next}-\delta\rho_{\rm in})=0 .$$

Insert $\delta\rho_{\rm out}=\delta\rho_{\rm in}+R$ in the first bracket and move $KR$ to the right:

$$(K+f)(\delta\rho_{\rm next}-\delta\rho_{\rm in})=KR,\qquad P=(K+f)^{-1}K .$$

The operator $K$ has a response meaning. In the model, a small change $\delta V$ of a fixed potential changes the density through $K\,\delta\rho+\delta V=0$, so the model response function is $\chi_{\rm m}=-K^{-1}$. Then

$$P=\big[K^{-1}(K+f)\big]^{-1}=(1-\chi_{\rm m}f)^{-1}.$$

The true Kohn-Sham step has $\delta\rho_{\rm out}=\chi_0\,\delta V_{\rm in}=\chi_0f\,\delta\rho_{\rm in}$, with $\chi_0$ the independent-particle response. Hence $R=-\varepsilon\,\delta\rho_{\rm in}$ with $\varepsilon=1-\chi_0f$, and

$$\delta\rho_{\rm next}=\Lambda\,\delta\rho_{\rm in},\qquad\Lambda=1-P\varepsilon .$$

The choice $P=\varepsilon^{-1}$ gives $\Lambda=0$ and is Newton's method. In linear order, TFW mixing is Newton's method with $\chi_0$ replaced by $\chi_{\rm m}$ in the dielectric operator.

## (e) The mixing factor on jellium

Take $\rho^*=n_0$, uniform, neutralized by a uniform background. Compute $K(q)$, $f(q)$ and $P(q)$. Use $\eta=q/2k_F$.

**Solution.** Translation invariance makes all operators diagonal in $\mathbf q$. A kernel is read from the second-order energy $\tfrac12\int\delta\rho\,K\,\delta\rho$.

For the Thomas-Fermi term, $K_0$ is the second derivative of $C_Fn^{5/3}$. With $n_0^{-1/3}=(3\pi^2)^{1/3}/k_F$,

$$K_0=\frac{10}{9}C_F\,n_0^{-1/3}=\frac{10}{9}\cdot\frac35\cdot\frac{3\pi^2}{k_F}=\frac{2\pi^2}{k_F}.$$

For the gradient term, $\nabla\sqrt\rho=\nabla\delta\rho/(2\sqrt\rho)$ is already of first order, so the second-order energy is $\lambda\int|\nabla\delta\rho|^2/(4n_0)$ and the kernel is $\lambda q^2/(2n_0)$. With $1/n_0=3\pi^2/k_F^3$ and $q^2=4k_F^2\eta^2$ this is $6\pi^2\lambda\eta^2/k_F=3\lambda\eta^2K_0$. Thus

$$K(q)=K_0\,g,\qquad g=1+3\lambda\eta^2 .$$

The Hartree potential obeys $\nabla^2V_H=-4\pi e^2\,\delta\rho=-8\pi\,\delta\rho$, so its kernel is $8\pi/q^2$. In units of $K_0$,

$$\frac{8\pi}{q^2K_0}=\frac{k_{\rm TF}^2}{q^2}=\frac{\gamma_x}{\eta^2},\qquad k_{\rm TF}^2=\frac{4k_F}{\pi},\qquad\gamma_x=\frac{k_{\rm TF}^2}{4k_F^2}=\frac1{\pi k_F}.$$

The LDA kernel is the constant $f_{xc}=d^2(n\epsilon_{xc})/dn^2$ at $n_0$. Define $\gamma=-f_{xc}/K_0$. Slater exchange has $\epsilon_x=-3k_F/2\pi\propto n^{1/3}$, so $v_x=\tfrac43\epsilon_x=-2k_F/\pi$ and $f_x=v_x/3n_0=-2\pi/k_F^2$. Then $-f_x/K_0=(2\pi/k_F^2)(k_F/2\pi^2)=1/\pi k_F$, so exchange alone gives $\gamma=\gamma_x$, which explains the subscript. In total

$$f(q)=K_0\,w,\qquad w=\frac{\gamma_x}{\eta^2}-\gamma .$$

The factor $K_0$ cancels in $P=K/(K+f)$. Multiplying numerator and denominator by $q^2$ gives the second form:

$$P(q)=\frac{g}{g+w}=\frac{q^2\,g}{q^2\,(g-\gamma)+k_{\rm TF}^2}.\tag{2}$$

## (f) Relation to Kerker mixing

Kerker mixing uses $P_K=Aq^2/(q^2+q_0^2)$ with constants $A$ and $q_0$. For which models is Eq. (2) exactly of this form, and with which constants? Describe $P$ at small and large $q$ otherwise.

**Solution.** For $\lambda=0$ and no exchange-correlation term, $g=1$ and $\gamma=0$, so

$$P=\frac{q^2}{q^2+k_{\rm TF}^2},$$

which is the Kerker factor with $A=1$ and $q_0=k_{\rm TF}$. This case is called plain Kerker below.

For $\lambda=0$ with the LDA kernel and $\gamma<1$, dividing numerator and denominator of Eq. (2) by $1-\gamma$ gives again an exact Kerker form,

$$A=\frac1{1-\gamma},\qquad q_0^2=\frac{k_{\rm TF}^2}{1-\gamma}.$$

The combination $K_0(1-\gamma)=K_0+f_{xc}$ is $d\mu/dn$ of the neutral uniform gas in the LDA, so $A$ is the ratio of its compressibility to that of the free gas.

For $\lambda>0$ the form is not exact. In terms of $\eta$, $1/P=1+w/g=1+(\gamma_x-\gamma\eta^2)/[\eta^2(1+3\lambda\eta^2)]$, whereas a Kerker factor has $1/P_K$ equal to a constant plus a constant times $\eta^{-2}$. The two agree for all $\eta$ only if $(\gamma_x-\gamma\eta^2)/(1+3\lambda\eta^2)$ is linear in $\eta^2$, which requires $\lambda=0$ (the exception $\gamma=-3\lambda\gamma_x$ has the wrong sign for the LDA, where $\gamma>0$). What survives is the long-wavelength behaviour. As $q\to0$, $g\to1$ and the denominator of Eq. (2) tends to $k_{\rm TF}^2$, so $P\to q^2/k_{\rm TF}^2$ for every $\lambda$ and $\gamma$. Both Kerker forms above share this slope, $A/q_0^2=1/k_{\rm TF}^2$. Expanding $1/g=1-3\lambda\eta^2+\dots$ gives $1/P=\gamma_x/\eta^2+(1-\gamma-3\lambda\gamma_x)+O(\eta^2)$, which has the Kerker structure to this order, with $1/A=1-\gamma-3\lambda\gamma_x$. It is a Kerker factor with positive $A$ and $q_0^2$ only when this constant is positive. At $r_s=2$ bohr the constant is $0.53$ for $\lambda=1/9$ but $-0.35$ for $\lambda=1$, where the truncated form has a pole that $P$ itself lacks.

At large $q$ and $\lambda>0$, $1-P=w/(g+w)\to-\gamma/(3\lambda\eta^2)$, so $P$ approaches 1 from above, while for $\lambda=0$ it approaches $A>1$. Wherever $g+w>0$, $P>1$ is equivalent to $w<0$, that is to $q^2>8\pi/|f_{xc}|$. There the attractive LDA kernel outweighs the Coulomb kernel, and the model steps beyond $\rho_{\rm out}$.

## (g) When the stationary point is a minimum

Find the condition on $\lambda$, $\gamma$, $\gamma_x$ under which the solution of Eq. (1) near uniform density is a local minimum of $E$.

**Solution.** The term with $V_{\rm ext}+\Delta W$ is linear in $\rho$, so the second variation of $E$ is $K+f=K_0(g+w)$. It must be positive for every $q\neq0$. Here

$$g+w=1-\gamma+3\lambda\eta^2+\frac{\gamma_x}{\eta^2}.$$

For $\lambda>0$, setting the derivative with respect to $\eta^2$ to zero gives $3\lambda=\gamma_x/\eta^4$, where the two $\eta$-dependent terms are equal, each being $\sqrt{3\lambda\gamma_x}$. The condition for a continuum of wave vectors is

$$1-\gamma+2\sqrt{3\lambda\gamma_x}>0 .$$

For $\lambda=0$ the lower bound $1-\gamma$ is approached as $\eta\to\infty$, and the condition becomes $\gamma<1$. (At $\gamma=1$ the second variation is still positive for each $q$, but it tends to zero at large $q$, and the cubic terms of the local energy can then lower $E$.) When the left side of the condition is negative, $g+w$ passes through zero at some $q$, Eq. (2) has a pole there, and the uniform state of the model is a saddle point. Because $\gamma_x\propto r_s$ and $\gamma$ grows with it, while the stabilizing term grows as $\sqrt{r_s}$, this happens at low density. With $n_0=3/(4\pi r_s^3)$, the analytic LDA second derivative, and a bracketing root search in $r_s$, the thresholds are $r_s=5.25$ bohr for $\lambda=0$ and $r_s=12.8$ bohr for $\lambda=1/9$. The exchange energy $\propto-\rho^{4/3}$ is concave, so $E$ need not be convex over all densities, and the minimizer meant throughout is the local one near $\rho_{\rm in}$ and $\rho_{\rm out}$.

The mixing rule has been derived, shown to stand still only at self-consistency, and reduced on jellium to the factor $P(q)$ of Eq. (2), which has exact Kerker form for $\lambda=0$ and $\gamma<1$. What remains is to find the true response of jellium, determine from it how fast each mode converges, and test the rule in numbers and in a nonlinear Kohn-Sham loop.
